# Effective g values of a spin-5/2 ion with rhombic zero-field splitting, part 1

(Sections cited here and not found follow in the second part.)

## Problem

A spin \(S=5/2\) is described by
\[
H=D\left(S_z^2-\tfrac{35}{12}\right)+E\,(S_x^2-S_y^2)+g\mu_B\mathcal B\,\mathbf n\cdot\mathbf S ,
\]
with \(S(S+1)/3=35/12\), an isotropic \(g\), a field of strength \(\mathcal B\) along the unit vector \(\mathbf n\), and \(D>0\). Terms of fourth order in the spin and hyperfine coupling are left out. Put \(\lambda=E/D\) and \(b=g\mu_B\mathcal B/D\), and measure energies \(\varepsilon\) in units of \(D\). The effective \(g'\) of a zero-field doublet is defined by its splitting \(g'\mu_B\mathcal B\) to first order in \(b\).

(a) Show that \(0\le\lambda\le1/3\) covers every case once \(D\) is allowed either sign, and find the zero-field levels.

(b) Find \(g'_x,g'_y,g'_z\) of each doublet in closed form (the rhombogram).

(c) Show that for \(g=2\) the lowest doublet starts from \(6,6,2\) at \(\lambda=0\), and expand all nine values to order \(\lambda^2\).

(d) Show that at \(\lambda=1/3\) the middle doublet is isotropic, with \(g'=30/7\) for \(g=2\). Find the other doublets there, and the slopes of the middle values.

(e) For the model parameters \(g=2\), \(D=1\ \mathrm{cm^{-1}}\), \(\lambda=1/3\), find the resonance field of the middle doublet at 9.5 GHz.

## Hints

1. Write \(S_x^2-S_y^2\) with ladder operators and see which \(m\) values it connects.
2. A cubic without a quadratic term is solved by \(\varepsilon=2r\cos\varphi\).
3. Project \(\mathbf S\) onto a doublet. Only products of two amplitudes appear, and the adjugate of \(\varepsilon-M\) supplies them without normalising a vector.
4. At \(\lambda=1/3\), write the zero-field term with \(S_y^2\) and \(S_z^2\) alone and consider a quarter turn about \(x\).

## Solution

### (a) Zero-field levels

Since \(35/12=(S_x^2+S_y^2+S_z^2)/3\), the zero-field term is \(\sum_iD_iS_i^2\) with \(D_x=-D/3+E\), \(D_y=-D/3-E\), \(D_z=2D/3\). The axis labels are free. Exchanging \(x\) and \(y\) reverses \(E\), so \(\lambda\ge0\) can be chosen. Calling \(z\) the axis of largest \(|D_i|\) requires \(1/3+\lambda\le2/3\), so \(\lambda\le1/3\). This choice gives \(D\) the sign of the largest component, which may be negative; we work with \(D>0\), and the case \(D<0\) follows at the end of part (b).

From \(S_\pm^2=S_x^2-S_y^2\pm i(S_xS_y+S_yS_x)\) follows \(S_x^2-S_y^2=\frac12(S_+^2+S_-^2)\). With the standard phases, \(S_+|m\rangle=\sqrt{35/4-m(m+1)}\,|m+1\rangle\), the steps upward from \(m=-\frac52,-\frac32,-\frac12,\frac12,\frac32\) carry the factors \(\sqrt5,\sqrt8,3,\sqrt8,\sqrt5\). The rhombic term changes \(m\) by 2, so the states \(\{\frac52,\frac12,-\frac32\}\) form a closed block. Its diagonal \(m^2-35/12\) is \(\frac{10}3,-\frac83,-\frac23\), and its off-diagonal elements are \(u=\frac\lambda2\sqrt5\sqrt8=\sqrt{10}\,\lambda\) and \(v=\frac\lambda2\,3\sqrt8=3\sqrt2\,\lambda\):
\[
M=\begin{pmatrix}10/3&u&0\\u&-8/3&v\\0&v&-2/3\end{pmatrix}.
\]
The list of step factors is symmetric under \(m\to-m\), so the block \(\{-\frac52,-\frac12,\frac32\}\) has the same matrix. Every level is therefore doubly degenerate, as the Kramers theorem requires.

Let \(p=\varepsilon-\frac{10}3\), \(q=\varepsilon+\frac83\), \(w=\varepsilon+\frac23\). Expanding the determinant along the first row gives \(\chi(\varepsilon)=\det(\varepsilon-M)=pqw-u^2w-v^2p\). In \(pqw\) the diagonal entries sum to zero, their pair products sum to \(-\frac{80}9-\frac{20}9+\frac{16}9=-\frac{28}3\), and their product is \(\frac{160}{27}\). The remainder is \(-\lambda^2\left[10(\varepsilon+\frac23)+18(\varepsilon-\frac{10}3)\right]=-28\lambda^2\varepsilon+\frac{160}3\lambda^2\). Hence
\[
\chi=\varepsilon^3-P\varepsilon-Q,\qquad P=\tfrac{28}3(1+3\lambda^2),\qquad Q=\tfrac{160}{27}(1-9\lambda^2).
\]
Setting \(\varepsilon=2r\cos\varphi\) with \(r^2=P/3\) gives \(\varepsilon^3-P\varepsilon=2r^3(4\cos^3\varphi-3\cos\varphi)=2r^3\cos3\varphi\). With \(r=\frac{2\sqrt7}3\sqrt{1+3\lambda^2}\),
\[
\cos3\varphi=\frac{Q}{2r^3}=\frac{10\,(1-9\lambda^2)}{7\sqrt7\,(1+3\lambda^2)^{3/2}} .
\]
The right side lies between 0 and \(10/(7\sqrt7)<1\), so \(0<\varphi\le\pi/6\) can be taken. The roots are \(2r\cos\varphi\) (upper), \(2r\cos(\varphi-\frac{2\pi}3)\) (middle) and \(2r\cos(\varphi+\frac{2\pi}3)\) (lower). The order holds because the differences of successive cosines are \(\sqrt3\sin(\frac\pi3-\varphi)\) and \(\sqrt3\sin\varphi\), both positive. The roots are distinct, so \(\chi'(\varepsilon)=3\varepsilon^2-P\) is nonzero at each of them.

### (b) The rhombogram

A doublet consists of a real normalised eigenvector and its partner with the same amplitudes:
\[
\psi=\alpha|\tfrac52\rangle+\beta|\tfrac12\rangle+\gamma|{-\tfrac32}\rangle,\qquad
\bar\psi=\alpha|{-\tfrac52}\rangle+\beta|{-\tfrac12}\rangle+\gamma|\tfrac32\rangle .
\]
For \(b\) small against the gaps, degenerate first-order perturbation theory needs only the \(2\times2\) matrices of \(\mathbf S\) in this pair. \(S_z\) keeps each block, so it is diagonal, with entries \(\pm Z/2\) and \(Z=5\alpha^2+\beta^2-3\gamma^2\). \(S_\pm\) change \(m\) by one and move between the blocks, so they have only off-diagonal entries. From
\[
S_+\bar\psi=\sqrt5\,\alpha|{-\tfrac32}\rangle+3\beta|\tfrac12\rangle+\sqrt5\,\gamma|\tfrac52\rangle,\qquad
S_-\bar\psi=\sqrt8\,\beta|{-\tfrac32}\rangle+\sqrt8\,\gamma|\tfrac12\rangle
\]
we read off
\[
A=\langle\psi|S_+|\bar\psi\rangle=3\beta^2+2\sqrt5\,\alpha\gamma,\qquad B=\langle\psi|S_-|\bar\psi\rangle=4\sqrt2\,\beta\gamma .
\]
Then \(\langle\psi|S_x|\bar\psi\rangle=\frac12(A+B)\) and \(\langle\psi|S_y|\bar\psi\rangle=\frac1{2i}(A-B)=-\frac i2(A-B)\). The upper right entries of \(\sigma_x\) and \(\sigma_y\) are \(1\) and \(-i\), so with \(\Pi\) the projector on the doublet
\[
\Pi S_i\Pi=\tfrac12G_i\sigma_i,\qquad G_x=A+B,\quad G_y=A-B,\quad G_z=Z .
\]
The Pauli matrices anticommute, so \((\sum_in_iG_i\sigma_i)^2=\sum_iG_i^2n_i^2\), and the splitting is \(b\,(\sum_iG_i^2n_i^2)^{1/2}\) in units of \(D\). Therefore
\[
g'_i=g|G_i|,\qquad g'(\mathbf n)^2=\sum_ig_i'^2n_i^2 .
\]
The separate signs of the \(G_i\) depend on the basis: conjugation with \(\sigma_x\) reverses \(\sigma_y\) and \(\sigma_z\), and likewise for any other pair. The product does not, because \(\operatorname{tr}(\sigma_x\sigma_y\sigma_z)=2i\) makes \(G_xG_yG_z\) proportional to the trace of the product of the three projected matrices.

The amplitude products come from the resolvent. For a real symmetric \(M\) with eigenvectors \(v_k\), \(\operatorname{adj}(\varepsilon-M)=\chi(\varepsilon)\sum_kv_kv_k^T/(\varepsilon-\varepsilon_k)\). As \(\varepsilon\to\varepsilon_k\) only the \(k\)-th term survives, and \(\chi/(\varepsilon-\varepsilon_k)\to\chi'(\varepsilon_k)\). So \(v_kv_k^T=\operatorname{adj}(\varepsilon_k-M)/\chi'\). The matrix \(\varepsilon-M\) has diagonal \(p,q,w\) and off-diagonal \(-u,-v\), and its cofactors give
\[
\chi'\alpha^2=qw-v^2,\quad\chi'\beta^2=pw,\quad\chi'\gamma^2=pq-u^2,\quad\chi'\alpha\gamma=uv,\quad\chi'\beta\gamma=pv .
\]
The products are \(qw=\varepsilon^2+\frac{10}3\varepsilon+\frac{16}9\), \(pw=\varepsilon^2-\frac83\varepsilon-\frac{20}9\), \(pq=\varepsilon^2-\frac23\varepsilon-\frac{80}9\) and \(uv=3\sqrt{20}\,\lambda^2=6\sqrt5\,\lambda^2\). Write \(A=N_A/\chi'\) and so on. Then \(N_A=3pw+60\lambda^2\) and \(N_B=4\sqrt2\cdot3\sqrt2\,\lambda p=24\lambda p\). In \(N_Z=5(qw-18\lambda^2)+pw-3(pq-10\lambda^2)\) the coefficient of \(\varepsilon\) is \(\frac{50}3-\frac83+2=16\) and the constant is \(\frac{80-20+240}9=\frac{100}3\). Thus
\[
A=\frac{3\varepsilon^2-8\varepsilon-\frac{20}3+60\lambda^2}{3\varepsilon^2-P},\quad
B=\frac{24\lambda\varepsilon-80\lambda}{3\varepsilon^2-P},\quad
Z=\frac{3\varepsilon^2+16\varepsilon+\frac{100}3-60\lambda^2}{3\varepsilon^2-P}.
\]
Inserting the three roots gives the whole rhombogram. For \(g=2\) the triples \((g'_x,g'_y,g'_z)\) are:

| \(\lambda\) | lower | middle | upper |
|---|---|---|---|
| 0 | 6, 6, 2 | 0, 0, 6 | 0, 0, 10 |
| 0.1 | 3.65, 8.03, 1.71 | 2.28, 2.09, 5.69 | 0.07, 0.06, 9.98 |
| 0.2 | 1.99, 9.11, 1.17 | 3.72, 3.35, 5.07 | 0.29, 0.24, 9.90 |
| 0.3 | 1.06, 9.59, 0.72 | 4.26, 4.09, 4.47 | 0.69, 0.50, 9.75 |
| 1/3 | 0.86, 9.68, 0.61 | 4.29, 4.29, 4.29 | 0.86, 0.61, 9.68 |

The values depend on \(\lambda\) alone, because \(D\) only sets the scale of the zero-field matrix and not its eigenvectors. For \(D<0\) at the same \(\lambda\) the matrix changes sign, the eigenvectors stay, and the three columns appear in reverse order of energy. The numerical check tests the closed forms against the splittings of the full \(6\times6\) matrix in a small field, along the axes and an oblique direction, for both signs of \(D\).

### (c) The axial limit

At \(\lambda=0\) the roots are the diagonal entries \(\varepsilon_0=-\frac83,-\frac23,\frac{10}3\), belonging to \(m=\pm\frac12,\pm\frac32,\pm\frac52\), with \(\chi'_0=3\varepsilon_0^2-\frac{28}3=12,-8,24\). The cubic contains only \(\lambda^2\), so \(\varepsilon=\varepsilon_0+c\lambda^2+O(\lambda^4)\). Its \(\lambda^2\) term reads \(\chi'_0c-28\varepsilon_0+\frac{160}3=0\), which gives \(c=-128/12=-\frac{32}3\), \(c=-72/(-8)=9\) and \(c=40/24=\frac53\). The \(\lambda^2\) coefficients of \(N_A\), \(N_Z\) and \(\chi'\) are \((6\varepsilon_0-8)c+60\), \((6\varepsilon_0+16)c-60\) and \(6\varepsilon_0c-28\), while \(N_B=24\lambda(\varepsilon_0-\frac{10}3)+O(\lambda^3)\).

For the lower doublet \(N_A=36+316\lambda^2\), \(N_B=-144\lambda\), \(N_Z=12-60\lambda^2\) and \(\chi'=12+\frac{428}3\lambda^2\). Division gives \(A=3+\frac{316-428}{12}\lambda^2\), \(B=-12\lambda\) and \(Z=1-\frac{180+428}{36}\lambda^2\), so
\[
|G_{x,y}|=3\mp12\lambda-\tfrac{28}3\lambda^2,\qquad|G_z|=1-\tfrac{152}9\lambda^2 .
\]
At \(\lambda=0\) this is \(g(3,3,1)\), or \(6,6,2\) for \(g=2\). The factor 3 is the element \(\langle\frac12|S_+|{-\frac12}\rangle\), three times that of a free spin one half. To first order in \(\lambda\) the line at \(3g\) splits by \(g'_y-g'_x=24g\lambda\).

For the middle doublet \(N_A=-48\lambda^2\), \(N_B=-96\lambda\), \(N_Z=24+48\lambda^2\) and \(\chi'=-8-64\lambda^2\). Then \(A=6\lambda^2\), \(B=12\lambda\) and \(Z=-3(1+2\lambda^2-8\lambda^2)\), so \(|G_{x,y}|=12\lambda\pm6\lambda^2\) and \(|G_z|=3-18\lambda^2\).

For the upper doublet \(N_A=80\lambda^2\), \(N_B=O(\lambda^3)\), \(N_Z=120\) and \(\chi'=24+\frac{16}3\lambda^2\), so \(|G_{x,y}|=\frac{10}3\lambda^2\) and \(|G_z|=5-\frac{10}9\lambda^2\).

The set \(6,6,2\) thus belongs to one doublet only; the others start from \((0,0,6)\) and \((0,0,10)\). With the static field along \(z\), a microwave field along \(x\) connects the two levels through \(G_x/2\). At leading order in \(b\) the middle and upper doublets therefore have no such transition at \(\lambda=0\), and they acquire amplitudes of order \(\lambda\) and \(\lambda^2\).

The zero-field levels, the closed-form effective \(g'\) values of all three doublets and their expansions near \(\lambda=0\) are now established. What remains is the rhombic limit \(\lambda=1/3\) with its isotropic middle doublet, the resonance field at 9.5 GHz, and two variations on finite field and a quartic term.
